# Vertex pits and edge grooves on a regular hexagonal grain

**Question**

I am working on grain-boundary grooving as the first stage of solid dewetting. The exercise reads: "A film consists of equal regular hexagonal grains. The groove slope is small and the same on all sides. Show that, at equilibrium, the pits at the vertices are 4/3 as deep as the grooves at the edge midpoints, measured from the grain centre."

For the edge midpoint I took a cross-section through the grain centre, assumed a parabola with slope $m$ at the boundary, and got a depth $ma/2$, where $a$ is the distance from centre to side. I can't justify the parabola in two dimensions, and I am stuck at the vertex. Three grooves meet there, and I don't know which slope to impose. Does the vertex need a condition of its own? And does it matter that depth is measured from the centre rather than from the average film surface?

**Answer**

The vertex needs no extra condition. The conditions on the sides, together with equilibrium inside the grain, fix the shape of the whole surface, and the vertex depth follows. The reference level does matter, as shown below.

**Setting up the equilibrium problem**

Let $h(x,y)$ be the surface height above a flat substrate, and let $\mathbf r$ be the in-plane position measured from the grain centre. I assume that

- the grain boundaries are vertical and pinned, and all have energy $\gamma_{gb}$ per area;
- the surface energy $\gamma_s$ is isotropic, and the line where three grains meet has no energy of its own;
- the film is continuous, its volume is fixed, and $|\nabla h|\ll 1$.

The surface area per projected area is $\sqrt{1+|\nabla h|^2}\approx 1+\tfrac12|\nabla h|^2$. A boundary of height $h$ costs $\gamma_{gb}h$ per length, and each of the two adjoining grains carries half. With a multiplier $\lambda$ for the volume, the energy per grain is

$$E=\gamma_s\int\left(1+\tfrac12|\nabla h|^2\right)dA+\frac{\gamma_{gb}}2\oint h\,ds-\lambda\int h\,dA .$$

Change $h$ by $\delta h$ and integrate the gradient term by parts, with $\mathbf n$ the outward normal in the plane:

$$\delta E=\int\left(-\gamma_s\nabla^2h-\lambda\right)\delta h\,dA+\oint\left(\gamma_s\frac{\partial h}{\partial n}+\frac{\gamma_{gb}}2\right)\delta h\,ds .$$

In the interior $\delta h$ is arbitrary, so $\nabla^2h=-\lambda/\gamma_s$, a constant. On a side, $\delta h$ is shared by two grains, so strictly it is the sum of their two brackets that vanishes. The line through any side is a mirror line of the honeycomb, and the energy is convex in $h$, so its minimum at fixed volume is unique and has the same symmetry. The two brackets are therefore equal, and each is zero:

$$\frac{\partial h}{\partial n}=-m,\qquad m=\frac{\gamma_{gb}}{2\gamma_s}.$$

The minus sign says that the surface descends towards the boundary. Note that $m$ is the slope normal to the side, not the full slope.

**Finding the surface**

Integrate $\nabla^2h$ over the grain and use the divergence theorem:

$$-\frac{\lambda}{\gamma_s}A=\oint\frac{\partial h}{\partial n}\,ds=-mP .$$

The hexagon consists of six triangles of height $a$ whose bases form the perimeter $P$, so its area is $A=aP/2$. Hence $\lambda/\gamma_s=2m/a$ and

$$\nabla^2h=-\frac{2m}{a}.$$

Try a paraboloid, for which $\nabla^2r^2=4$ in two dimensions:

$$h=h_0-\frac{m}{2a}r^2,\qquad \nabla h=-\frac ma\,\mathbf r .$$

Its Laplacian is $-2m/a$, as required. On any side, $\mathbf r\cdot\mathbf n$ is the perpendicular distance from the centre to that side, which is $a$ at every point of the side. Thus $\partial h/\partial n=-(m/a)\,a=-m$ along all six sides.

This is the only solution, apart from the constant $h_0$ set by the volume. The difference $w$ of two solutions satisfies $\nabla^2w=0$ and $\partial w/\partial n=0$, so

$$\int|\nabla w|^2dA=\oint w\frac{\partial w}{\partial n}ds-\int w\nabla^2w\,dA=0,$$

and $w$ is constant. This justifies your parabola.

**The two depths**

Below the centre, the depth is $d(r)=mr^2/(2a)$. An edge midpoint lies at $r=a$. A vertex lies at $R=a/\cos30^\circ=2a/\sqrt3$. Therefore

$$d_{\rm edge}=\frac{ma}{2},\qquad d_{\rm vertex}=\frac{m}{2a}\,\frac{4a^2}{3}=\frac{2ma}{3},\qquad \frac{d_{\rm vertex}}{d_{\rm edge}}=\frac43 .$$

The full slope at the vertex is $mR/a=2m/\sqrt3$. It exceeds $m$ because the groove root itself runs downhill towards the vertex, while the slope normal to each side remains $m$.

The same argument works for squares and equilateral triangles, which also tile the plane with mirror lines along their sides. For $N$ sides the ratio is $(R/a)^2=1/\cos^2(\pi/N)$, which gives 2 for squares and 4 for triangles.

**Why the reference level matters**

To find the mean level, average $r^2$ over one of the six triangles, $0<x<a$, $|y|<x/\sqrt3$, whose area is $a^2/\sqrt3$:

$$\int_0^a\!dx\int_{-x/\sqrt3}^{x/\sqrt3}(x^2+y^2)\,dy=\int_0^a\left(\frac{2x^3}{\sqrt3}+\frac{2x^3}{9\sqrt3}\right)dx=\frac{5a^4}{9\sqrt3}.$$

So $\langle r^2\rangle=5a^2/9$, and the mean level lies $5ma/18$ below the centre. Measured from there, the depths are

$$\text{edge: }\frac{ma}{2}-\frac{5ma}{18}=\frac{2ma}{9},\qquad \text{vertex: }\frac{2ma}{3}-\frac{5ma}{18}=\frac{7ma}{18}.$$

Their ratio is $7/4$, not $4/3$. The mean level is the one needed for dewetting, because the mean thickness $H$ is conserved. The pits reach the substrate when $H=7ma/18$. For a thinner film or a wider grain, the continuous surface found here no longer exists. Contact can start a hole; whether the hole then grows depends on its size relative to the film thickness and on the contact angle at the substrate.

**Numbers for a cobalt film**

Take $H=20$ nm, grains 200 nm across flats ($a=100$ nm), and an anneal at 900 K. Rough values for cobalt are $\gamma_s=2.2$ J/m² and $\gamma_{gb}=0.7$ J/m². Then

$$m=\frac{0.7}{2\times2.2}=0.159,$$

$$d_{\rm edge}=\frac{0.159\times100}{2}=7.95\ {\rm nm},\qquad d_{\rm vertex}=\frac{2\times0.159\times100}{3}=10.6\ {\rm nm}.$$

The vertex lies 6.2 nm below the mean level, which leaves 13.8 nm of metal under it. With $H$ and $m$ held fixed, the pits touch the substrate at a grain width

$$2a=\frac{36H}{7m}=647\ {\rm nm}.$$

This is only a rough estimate. If the boundary energy is uncertain by 0.1 J/m² and the surface energy by 0.2 J/m², this small-slope estimate of the width can lie anywhere from about 510 to 820 nm. That range is for an unfaceted surface; a facet can move the width outside it.

**What happens when the slope is not small?**

The exact area makes $\nabla h/\sqrt{1+|\nabla h|^2}$ take the place of $\nabla h$ in both equilibrium conditions. For a sphere of radius $\rho_s$, $h=\text{const}+\sqrt{\rho_s^2-r^2}$, this vector is $-\mathbf r/\rho_s$. Its divergence is constant, and its normal component is $-a/\rho_s$ on every side. Setting $\rho_s=a/m$ satisfies both conditions, with $m=\gamma_{gb}/(2\gamma_s)$ now the sine of the groove angle. Hence

$$\frac{d_{\rm vertex}}{d_{\rm edge}}=\frac{1-\sqrt{1-4m^2/3}}{1-\sqrt{1-m^2}}\approx\frac43\left(1+\frac{m^2}{12}\right).$$

The last form uses $1-\sqrt{1-x}\approx x/2+x^2/8$ above and below. The sphere reaches the vertices if $m<\sqrt3/2$. For the cobalt numbers the ratio is 1.336, so the small-slope result is low by about 0.2%.

**What if the grain top is faceted?**

This can matter more, but the result depends on how the surface energy rises with slope. Suppose first that it has a cusp at the flat orientation and that its slope-dependent part is $\gamma_s(\tfrac12p^2+bp)$ with $p=|\nabla h|$. In the equilibrium conditions $\nabla h$ is replaced by a vector of magnitude $p+b$ along $\nabla h$. As before, the vector $-(m/a)\mathbf r$ satisfies both conditions. The energy is still convex in $h$, so the surface that this vector gives is the minimum:

$$p=\frac ma(r-r_f),\qquad r_f=\frac{ab}{m},\qquad r>r_f .$$

For $r<r_f$ the surface is flat, since at $p=0$ the cusp can balance any such vector of magnitude up to $b$. Integrating from $r_f$ gives $d=m(r-r_f)^2/(2a)$, and for $r_f<a$

$$\frac{d_{\rm vertex}}{d_{\rm edge}}=\left(\frac{2/\sqrt3-r_f/a}{1-r_f/a}\right)^2 .$$

With the energy ratio $m=\gamma_{gb}/(2\gamma_s)$ unchanged and an assumed facet radius of 30 nm, the depths fall to 3.9 nm and 5.8 nm, while the ratio rises to 1.49. Here $m$ is no longer the groove slope: at the edge midpoint the slope is $m-b=0.7m$, which is part of the reason the grooves are shallower.

The quadratic term is an assumption. For a surface made of well-separated steps that repel each other, the usual form is $\gamma_s(bp+\tfrac13cp^3)$. The vector then has magnitude $b+cp^2$, so $p\propto\sqrt{r-r_f}$ and $d\propto(r-r_f)^{3/2}$, and the exponent 2 in the ratio becomes $3/2$. The same 30 nm facet then gives a ratio of 1.35, and a 10 nm facet gives 1.27. A faceted grain can therefore have a ratio on either side of 4/3. The low values come from the slope law and not from the facet itself: this form gives $(2/\sqrt3)^{3/2}=1.24$ as $r_f\to0$, and in both forms the ratio rises with $r_f$, here passing 4/3 at $r_f\approx0.27a$.

**Numerical check**

I also minimised the energy on a periodic honeycomb mesh with 24 intervals per hexagon side. The input was the boundary energy, with neither the paraboloid nor equal slopes imposed. The small-slope ratio came out as 1.333333. At $m=0.5$ the mesh gave 1.3693, against 1.3697 from the sphere. For $r_f=0.3a$ it gave 1.485, against 1.491; the mesh calculation used a slightly rounded cusp. The full numerical output follows this answer.

**How far to trust this for a real film**

The depths depend on the grain width, which was taken here as ten times the film thickness. At the same $m$, a 20 nm grain would have vertices just 0.6 nm below the mean level, since depth scales with $a$. Real films also break the assumption of equal boundaries. Raising the energy of one family of parallel boundaries by 20%, with the hexagon held fixed, gives a vertex depth 1.22 times that at the strong edges and 1.40 times that at the weak ones. Real boundaries can also move, and real facets need not be circular; neither effect is sized here.

Equilibrium also takes time. For surface diffusion, the chemical potential is $-\gamma_s\Omega\nabla^2h$, with $\Omega$ the atomic volume. The atomic flux is $-D_s\Omega^{-2/3}/(k_BT)$ times its gradient, taking $\Omega^{-2/3}$ as the density of surface atoms. Conservation of volume then gives, for a small disturbance $u$ about equilibrium,

$$\frac{\partial u}{\partial t}=-B\nabla^4u,\qquad B=\frac{D_s\gamma_s\Omega^{4/3}}{k_BT}.$$

The slope jump at each boundary is fixed by the energies, so $u$ has none. If $u$ repeats from grain to grain, its slowest mode has the smallest wavenumber of a triangular lattice of spacing $2a$, $k=2\pi/(\sqrt3a)$, and decays in $\tau=1/(Bk^4)$. With $\Omega=0.011$ nm³ and an assumed $D_s=10^{-8}$ cm²/s, $\tau\approx1.3$ s. It would reach one hour if $D_s$ were about $4\times10^{-12}$ cm²/s. A disturbance that repeats only after several grains takes longer, in proportion to the fourth power of its period. The diffusivity used here is an assumed value, so check it for your own film before relying on the equilibrium shape. This estimate also holds only for a smooth, unfaceted surface. Unless a screw dislocation supplies steps, a facet gains height by nucleating new atomic layers, which can make the approach to equilibrium much slower.

Film stress is left out of the model, and whether that is safe depends on the size of the stress and on whether atoms move along the grain boundaries. An equal biaxial stress $\sigma$ stores an energy density $\sigma^2(1-\nu)/E_Y$. For an assumed 200 MPa, with the room-temperature values $E_Y=210$ GPa for the Young modulus and $\nu=0.31$ for the Poisson ratio, this is 0.13 MPa, or about 2% of the capillary pressure $2m\gamma_s/a=7.0$ MPa. This compares average sizes and leaves out stress concentration at the groove roots. The energy density grows as $\sigma^2$ and equals the capillary pressure at about 1.5 GPa. That is the size of an unrelaxed thermal mismatch stress: with rough expansion coefficients of $13\times10^{-6}$ K⁻¹ for cobalt and $3.5\times10^{-6}$ K⁻¹ for silicon, heating from 300 to 900 K gives about 1.7 GPa. A stress normal to a grain boundary also shifts the chemical potential in the boundary by $\sigma\Omega$, which is linear in $\sigma$, and 200 MPa is about 29 times the capillary pressure. If atoms diffuse along the boundaries, this term moves material between boundary and surface until the stress relaxes, and the groove depths during that time need not follow the results above.

## Numbers as computed

```
TESTS ON THE PERIODIC MESH
vertex/edge depth ratio, small slope: 1.333333
largest profile error / (m a): 8.4e-14
mean depth / (m a): mesh 0.2781, formula 0.2778
ratio from mean level: mesh 1.751, formula 1.750
ratio at m = 0.5: mesh 1.3693, sphere 1.3697
ratio, facet radius 0.3 a: mesh 1.485, formula 1.491
slowest mode k a: mesh 3.620, formula 3.628
COBALT FILM, ROUGH INPUTS
surface energy: 2.2 J/m^2
boundary energy: 0.7 J/m^2
grain width across flats: 200 nm
inradius a: 100 nm
vertex radius R: 115.5 nm
mean film thickness: 20 nm
temperature: 900 K
RESULTS
groove slope m: 0.1591
full slope at vertex: 0.1837
edge-midpoint depth from centre: 7.95 nm
vertex depth from centre: 10.61 nm
mean level below centre: 4.42 nm
edge midpoint below mean level: 3.54 nm
vertex below mean level: 6.19 nm
film left under vertex: 13.81 nm
grain width when pits touch substrate: 647 nm
NEGLECTED EFFECTS
finite slope: edge 8.006 nm, vertex 10.697 nm
finite slope: ratio 1.3362
facet radius assumed: 30 nm
with facet: edge 3.90 nm, vertex 5.81 nm
extra energy of one boundary family: 20 %
vertex/strong-edge ratio: 1.216
vertex/weak-edge ratio: 1.401
largest shift of these on halving the mesh: 4.7e-05
surface diffusivity assumed: 1.0e-08 cm^2/s
atomic volume: 0.011 nm^3
Mullins coefficient B: 4.33e+05 nm^4/s
slowest relaxation time: 1.33 s
diffusivity giving a time of 1 h: 3.7e-12 cm^2/s
capillary pressure: 7.00 MPa
film stress assumed: 200 MPa
Young modulus: 210 GPa, Poisson ratio: 0.31
elastic energy density: 0.131 MPa
elastic/capillary: 1.9 %
```
